# Barrier heights from image energies and tangential forces: the cubic Hermite top: a numerical check

```python
"""Barrier from a band of images: cubic Hermite top versus highest image.

Result under test: on an interval of length h with end energies E0, E1 and
end slopes g0, g1 (slope = minus tangential force), the energy slope
    p(u) = g0 (1-u) + g1 u + c u (1-u),   0 <= u <= 1,
    c = 6 [ (E1-E0)/h - (g0+g1)/2 ],
integrates to the cubic Hermite profile.  With b = g0-g1-c and
D = b^2 + 4 c g0 its maximum is at u = 2 g0/(b+sqrt(D)), with curvature
-sqrt(D)/h.  For small h its error is E'''' d^2 (h-d)^2/24, where d is the
distance from the true top to the nearest image; the highest image is low
by |E''| d^2/2.  Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicHermiteSpline, CubicSpline
from scipy.optimize import fsolve

EV = physical_constants["Hartree energy in eV"][0]


def cubic_top(E0, E1, g0, g1, h):
    """Interior maximum of the cubic: (u, energy, curvature, c) or None."""
    c = 6 * ((E1 - E0) / h - (g0 + g1) / 2)
    b = g0 - g1 - c
    D = b * b + 4 * c * g0
    if D <= 0:
        return None
    r = np.sqrt(D)
    if b >= 0:
        u = 2 * g0 / (b + r)
    elif abs(c) > 1e-14:
        u = (r - b) / (2 * c)
    else:
        return None
    if not 0 < u < 1:
        return None
    E = E0 + h * (g0 * (u - u*u/2) + g1 * u*u/2 + c * (u*u/2 - u**3/3))
    return u, E, -r / h, c


def profile_top(E, g, h):
    """Highest point of the whole profile: (energy, interval, top data)."""
    best = (max(E), int(np.argmax(E)), None)
    for i in range(len(h)):
        top = cubic_top(E[i], E[i+1], g[i], g[i+1], h[i])
        if top is not None and top[1] > best[0]:
            best = (top[1], i, top)
    return best


# --- closed form against a general Hermite spline, random data ------------
rng = np.random.default_rng(4)
for _ in range(300):
    h = rng.uniform(0.3, 2.0)
    E = rng.normal(size=2)
    g = rng.normal(size=2)
    ref = CubicHermiteSpline([0, h], E, g)
    roots = ref.derivative().roots(extrapolate=False)
    ref_max = max(np.max(E), np.max(ref(roots)) if len(roots) else -np.inf)
    assert abs(profile_top(E, g, [h])[0] - ref_max) < 1e-9
    if g[0] > 0 > g[1]:
        assert len(roots) == 1

# --- error laws on an asymmetric barrier: top at s=0, E=1, E''=-1, E''''=1 -
def bar(s):
    return np.cos(s) + 0.2 * (np.sin(s) - np.sin(2*s) / 2)


def bar_slope(s):
    return -np.sin(s) + 0.2 * (np.cos(s) - np.cos(2*s))


def two_errors(h, u):
    s0, s1 = -u * h, (1 - u) * h
    top = cubic_top(bar(s0), bar(s1), bar_slope(s0), bar_slope(s1), h)
    return 1 - max(bar(s0), bar(s1)), 1 - top[1]


print("Analytic barrier, spacing 0.02: error ratio cubic/image")
for u in (0.05, 0.2, 0.5):
    h = 0.02
    d = u * h
    low_image, low_cubic = two_errors(h, u)
    law = d**2 * (h - d)**2 / 24
    assert abs(low_cubic / law - 1) < 0.05
    assert abs(low_image / (d**2 / 2) - 1) < 0.05
    print(f"  d/h={u:.2f}: computed {low_cubic/low_image:.3e},"
          f" law {(h-d)**2/12:.3e}")
coarse, fine = two_errors(0.2, 0.5), two_errors(0.1, 0.5)
orders = [np.log2(coarse[j] / fine[j]) for j in (0, 1)]
assert abs(orders[0] - 2) < 0.1 and abs(orders[1] - 4) < 0.1
print(f"Order in h: highest image {orders[0]:.3f}, cubic {orders[1]:.3f}")

# --- chord instead of arc: parabola E=-s^2/2 along a unit circle ----------
h, u = 0.1, 0.3
s0, s1 = -u * h, (1 - u) * h
chord = np.hypot(np.cos(s1) - np.cos(s0), np.sin(s1) - np.sin(s0))
low_chord = -cubic_top(-s0**2/2, -s1**2/2, -s0, -s1, chord)[1]
law_chord = s0**2 * s1**2 / 12
assert abs(low_chord / law_chord - 1) < 0.02
print(f"Chord error on unit circle: {low_chord:.4e}, law {law_chord:.4e}")

# --- sensitivity to an error eps in the slopes ----------------------------
h, u, eps = 0.5, 0.3, 1e-4
s0, s1 = -u * h, (1 - u) * h
clean = cubic_top(bar(s0), bar(s1), bar_slope(s0), bar_slope(s1), h)
noisy = cubic_top(bar(s0), bar(s1), bar_slope(s0) + eps,
                  bar_slope(s1) - eps, h)
shift = noisy[1] - clean[1]
assert abs(shift / (eps * h * clean[0] * (1 - clean[0])) - 1) < 0.02
assert shift < 1.01 * eps * h / 4
print(f"Slope error {eps:.0e}, h={h}: top shifts {shift:.3e},"
      f" bound {eps*h/4:.3e}")

# --- failure case: Gaussian peak of unit width and height, coarse grid ----
s0, s1 = -0.1, 7.9
E0, E1 = np.exp(-s0**2/2), np.exp(-s1**2/2)
bad = cubic_top(E0, E1, -s0*E0, -s1*E1, s1 - s0)[1]
assert abs(bad - 1) > 1 - E0
print(f"Failure case, true top 1: image {E0:.4f}, cubic {bad:.4f},"
      f" spacing {s1-s0:.1f}")

# --- model hop along a curved valley --------------------------------------
a, bow, B, A, k = 2.5, 1.0, 0.03, 0.006, 0.2


def energy(R):
    q = R[..., 0] / a
    d = R[..., 1] - bow * (1 - q**2)
    return B * (q**2 - 1)**2 + A * (q - q**3/3) + k * d**2 / 2


def gradient(R):
    q = R[..., 0] / a
    d = R[..., 1] - bow * (1 - q**2)
    gx = (q**2 - 1) * (4*B*q - A) / a + k * d * 2 * bow * q / a
    return np.stack([gx, k * d], axis=-1)


start, end = np.array([-a, 0.0]), np.array([a, 0.0])
E_start = energy(start)
saddle = fsolve(gradient, [0.3, 0.9], xtol=1e-13)
step = 1e-4
hess = np.array([(gradient(saddle + step*e) - gradient(saddle - step*e))
                 / (2*step) for e in np.eye(2)])
modes = np.linalg.eigvalsh((hess + hess.T) / 2)
assert np.linalg.norm(gradient(saddle)) < 1e-10
assert modes[0] < 0 < modes[1]
true_barrier = energy(saddle) - E_start


def curve_through(R):
    t = np.r_[0, np.cumsum(np.linalg.norm(np.diff(R, axis=0), axis=1))]
    return t, CubicSpline(t, R)


def converged_band(n):
    """n images: no force normal to the spline tangent, equal chords."""
    q = np.linspace(-1, 1, n)
    guess = np.stack([a * q, bow * (1 - q**2)], axis=1)[1:-1]

    def residual(z):
        R = np.vstack([start, z.reshape(-1, 2), end])
        t, curve = curve_through(R)
        tan = curve(t, 1)
        tan /= np.linalg.norm(tan, axis=1)[:, None]
        G = gradient(R)
        normal = (-G[:, 0]*tan[:, 1] + G[:, 1]*tan[:, 0])[1:-1] / k
        return np.r_[normal, np.diff(np.diff(t))]

    z = fsolve(residual, guess.ravel(), xtol=1e-13)
    assert np.max(np.abs(residual(z))) < 1e-9
    return np.vstack([start, z.reshape(-1, 2), end])


nodes, weights = np.polynomial.legendre.leggauss(24)


def analyse(n):
    R = converged_band(n)
    t, curve = curve_through(R)
    tan = curve(t, 1)
    tan /= np.linalg.norm(tan, axis=1)[:, None]
    E = energy(R) - E_start
    g = np.sum(gradient(R) * tan, axis=1)
    arcs, works = [], []
    for t0, t1 in zip(t[:-1], t[1:]):
        x = (t0 + t1)/2 + (t1 - t0)/2 * nodes
        w = (t1 - t0)/2 * weights
        v = curve(x, 1)
        arcs.append(w @ np.linalg.norm(v, axis=1))
        works.append(w @ np.sum(gradient(curve(x)) * v, axis=1))
    # integrated tangential force must reproduce the image energies
    assert np.max(np.abs(np.array(works) - np.diff(E))) < 1e-10
    return R, t, curve, E, g, np.array(arcs)


R, t, curve, E, g, arcs = analyse(6)
s = np.r_[0, np.cumsum(arcs)]
print(f"Model: a={a} bohr, bow={bow} bohr, B={B} Ha, A={A} Ha,"
      f" k={k} Ha/bohr^2")
print("Image: s, x, y (bohr), E (Ha), slope (Ha/bohr)")
for i in range(6):
    print(f"  {i}: {s[i]:.4f} {R[i,0]:.4f} {R[i,1]:.4f}"
          f" {E[i]:.6f} {g[i]:.6f}")

barrier, i, top = profile_top(E, g, arcs)
assert top is not None
u, _, curvature, c = top
print(f"Top interval: images {i} and {i+1}, h = {arcs[i]:.5f} bohr")
print(f"  energy difference      {E[i+1]-E[i]:.6f} Ha")
print(f"  trapezoidal estimate   {arcs[i]*(g[i]+g[i+1])/2:.6f} Ha")
print(f"  bulge amplitude c      {c:.6f} Ha/bohr")
print(f"  b                      {g[i]-g[i+1]-c:.6f} Ha/bohr")
print(f"  sqrt(D)                {-curvature*arcs[i]:.6f} Ha/bohr")
print(f"  u at top               {u:.5f}")

E_force = np.r_[0, np.cumsum(arcs * (g[:-1] + g[1:]) / 2)]
force_only = profile_top(E_force, g, arcs)[0]
chord_barrier = profile_top(E, g, np.diff(t))[0]
dense_t = np.linspace(0, t[-1], 20001)
dense_R = curve(dense_t)
curve_max = np.max(energy(dense_R)) - E_start
dense_s = np.r_[0, np.cumsum(np.linalg.norm(np.diff(dense_R, axis=0),
                                            axis=1))]
found = curve(np.interp(s[i] + u*arcs[i], dense_s, dense_t))
miss_cubic = np.linalg.norm(found - saddle)
miss_image = np.linalg.norm(R[np.argmax(E)] - saddle)

assert max(E) < true_barrier
assert curve_max > true_barrier - 1e-10
assert abs(barrier - true_barrier) < 0.2 * (true_barrier - max(E))
assert abs(barrier - true_barrier) < abs(force_only - true_barrier)
assert miss_cubic < miss_image
assert abs(curvature / modes[0] - 1) < 0.25

print("Barrier from the initial site (Ha, eV)")
for name, value in (("saddle by zero gradient", true_barrier),
                    ("highest image", max(E)),
                    ("forces only", force_only),
                    ("cubic, arc lengths", barrier),
                    ("cubic, chord lengths", chord_barrier),
                    ("maximum on spline curve", curve_max)):
    print(f"  {name:24s} {value:.6f}  {value*EV:.4f}")
print(f"Reaction energy: images {E[-1]:.6f}, forces only"
      f" {E_force[-1]:.6f} Ha")
print(f"Saddle x, y: {saddle[0]:.4f} {saddle[1]:.4f} bohr")
print(f"Distance to saddle: image {miss_image:.4f},"
      f" cubic top {miss_cubic:.4f} bohr")
print(f"Curvature at top: cubic {curvature:.5f},"
      f" Hessian {modes[0]:.5f} Ha/bohr^2")

print("Images: error of highest image, of cubic top (mHa)")
for n in (5, 6, 7, 8):
    _, _, _, En, gn, hn = analyse(n)
    err_image = max(En) - true_barrier
    err_cubic = profile_top(En, gn, hn)[0] - true_barrier
    assert abs(err_cubic) < abs(err_image)
    print(f"  {n}: {1e3*err_image:.4f}  {1e3*err_cubic:.4f}")

print("success")
```

It prints:

```
Analytic barrier, spacing 0.02: error ratio cubic/image
  d/h=0.05: computed 2.943e-05, law 3.008e-05
  d/h=0.20: computed 2.101e-05, law 2.133e-05
  d/h=0.50: computed 8.350e-06, law 8.333e-06
Order in h: highest image 1.984, cubic 3.999
Chord error on unit circle: 3.6740e-07, law 3.6750e-07
Slope error 1e-04, h=0.5: top shifts 1.048e-05, bound 1.250e-05
Failure case, true top 1: image 0.9950, cubic 1.0317, spacing 8.0
Model: a=2.5 bohr, bow=1.0 bohr, B=0.03 Ha, A=0.006 Ha, k=0.2 Ha/bohr^2
Image: s, x, y (bohr), E (Ha), slope (Ha/bohr)
  0: 0.0000 -2.5000 0.0000 0.000000 0.000000
  1: 1.1035 -1.5989 0.6294 0.011311 0.017415
  2: 2.2069 -0.5508 0.9607 0.029866 0.012161
  3: 3.3105 0.5483 0.9578 0.032481 -0.007622
  4: 4.4137 1.5960 0.6253 0.017948 -0.014904
  5: 5.5170 2.5000 0.0000 0.008000 0.000000
Top interval: images 2 and 3, h = 1.10353 bohr
  energy difference      0.002615 Ha
  trapezoidal estimate   0.002505 Ha
  bulge amplitude c      0.000602 Ha/bohr
  b                      0.019182 Ha/bohr
  sqrt(D)                0.019930 Ha/bohr
  u at top               0.62188
Barrier from the initial site (Ha, eV)
  saddle by zero gradient  0.034150  0.9293
  highest image            0.032481  0.8839
  forces only              0.030052  0.8178
  cubic, arc lengths       0.034066  0.9270
  cubic, chord lengths     0.034056  0.9267
  maximum on spline curve  0.034150  0.9293
Reaction energy: images 0.008000, forces only 0.007784 Ha
Saddle x, y: 0.1250 0.9975 bohr
Distance to saddle: image 0.4252, cubic top 0.0084 bohr
Curvature at top: cubic -0.01806, Hessian -0.01912 Ha/bohr^2
Images: error of highest image, of cubic top (mHa)
  5: -0.1524  -0.0176
  6: -1.6686  -0.0844
  7: -0.1528  -0.0089
  8: -0.6732  -0.0202
success
```
